\section*{Why the Hubbard U depends on the energy window in a p-d chain}

\section{Two values for one atom}

Q: Two DFT+DMFT calculations for the same compound can use quite different values of $U$ for the same d shell. One keeps the d-like bands near the Fermi level, the other also keeps the ligand p bands. Shouldn't the repulsion of two d electrons be a property of the atom?

A: The $U$ in a lattice model is a matrix element of an effective interaction, and the energy window enters it twice. The bands in the window fix the Wannier orbital in which the two electrons sit. They also fix which electronic transitions the model treats explicitly. Those transitions must be left out of the screening contained in $U$, or they would act twice. A two-band chain, with given bands and static RPA screening, lets both effects be computed and compared.

Q: What is in the chain?

A: Each cell, of length $a$, has a d orbital at $x=R$ and a p orbital at $x=R+\tfrac12$, with $x$ in units of $a$. The p orbital is odd, so a d orbital couples with $+t$ to the p on its right and $-t$ to the p on its left. The splitting is $\Delta=e_d-e_p>0$. With position phases $e^{ikx}$ in the Bloch sums and energies measured from the midpoint of the two levels,
\begin{equation}
H(k)=\begin{pmatrix}\Delta/2 & ig\\ -ig & -\Delta/2\end{pmatrix},\qquad
g=t\,\frac{e^{ik/2}-e^{-ik/2}}{i}=2t\sin\frac k2 .
\end{equation}
The bands are $E=\pm\sqrt{\Delta^2/4+g^2}$. The lower, p-like band B is full. The upper, d-like band A is half filled, from its minimum at $k=0$ up to $|k|=\pi/2$.

Electrons interact through a positive definite matrix $v_{ij}$ between site charges; products of different atomic orbitals are neglected. States outside the chain have already screened $v$, equally for both windows. The bands are taken as given and all screening is static, in the random-phase approximation (RPA).

The dp window holds A and B. Its Wannier functions can be chosen as the atomic orbitals, and no transition of the chain is left outside the model, so $U_{dp}=v_{dd}$. The d-only window holds A alone, and its $U_d$ has to be worked out.

\section{The orbital}

Q: What does the Wannier function look like when only band A is kept?

A: Try the Bloch vector $u=(\cos\theta,\,-i\sin\theta)$. The first row of $Hu=Eu$ reads $\tfrac{\Delta}{2}\cos\theta+g\sin\theta=E\cos\theta$. The second, divided by $-i$, reads $g\cos\theta-\tfrac{\Delta}{2}\sin\theta=E\sin\theta$. Multiplying the first by $\sin\theta$, the second by $\cos\theta$ and subtracting removes $E$:
\begin{equation}
\Delta\sin\theta\cos\theta=g(\cos^2\theta-\sin^2\theta)
\;\Rightarrow\;
\tan2\theta=r\sin\frac k2,\quad r=\frac{4t}{\Delta}.
\end{equation}
The branch with $\theta=0$ at $k=0$ is band A. Writing $\langle\cdot\rangle$ for the average over $-\pi<k<\pi$, the Wannier amplitude is $w(x)=\langle e^{ikx}u_x(k)\rangle$, where $u_x$ is the d or p component. Its total p weight is
\begin{equation}
\langle\sin^2\theta\rangle=\frac12\left(1-\langle\cos2\theta\rangle\right)
=\frac12\left(1-\left\langle\frac{1}{\sqrt{1+r^2\sin^2(k/2)}}\right\rangle\right).
\end{equation}

Q: A Wannier function depends on the phases of the Bloch states. Could another choice remove the tails?

A: No. Multiply $u$ by $e^{i\varphi(k)}$ with $\varphi$ periodic. Integration by parts gives $x\,w(x)=i\langle e^{ikx}\partial_k(e^{i\varphi}u)_x\rangle$; the boundary term vanishes because $e^{ikx}u_x$ is periodic in $k$. By Parseval's theorem,
\begin{equation}
\sum_x x^2|w|^2=\left\langle|\partial_ku+i\varphi'u|^2\right\rangle
=\langle\theta'^2\rangle+\langle\varphi'^2\rangle .
\end{equation}
The cross term is absent because $u^\dagger\partial_ku=(-\cos\theta\sin\theta+\sin\theta\cos\theta)\theta'=0$. The centre is $-\langle\varphi'\rangle=0$, so this sum is the spread $\Omega$ in units of $a^2$, and $\varphi'=0$ minimizes it. A phase winding by a multiple of $2\pi$ merely moves the orbital to another cell.

For the minimum, $\theta'=\frac r4\cos\frac k2/(1+r^2\sin^2\frac k2)$. With $\phi=k/2$ and the substitution $y=\tan\phi$,
\begin{equation}
\left\langle\frac{1}{\alpha\cos^2\phi+\beta\sin^2\phi}\right\rangle
=\frac1\pi\int_{-\infty}^{\infty}\frac{dy}{\alpha+\beta y^2}=\frac{1}{\sqrt{\alpha\beta}} .
\end{equation}
Applying $-\partial/\partial\alpha$ and then setting $\alpha=1$, $\beta=1+r^2$ gives $\langle\cos^2\phi/(1+r^2\sin^2\phi)^2\rangle=1/(2\sqrt{1+r^2})$. Therefore
\begin{equation}
\Omega=\frac{r^2}{16}\,\frac{1}{2\sqrt{1+r^2}}
=\frac{t^2}{2\Delta^2}\,\frac{1}{\sqrt{1+16t^2/\Delta^2}} .
\end{equation}
In the dp window the d orbital has $\Omega=0$. This measure counts spreading between sites; the width of the atomic orbital itself is not in the model.

Q: Does a larger window localize every Wannier function in every material?

A: I do not claim that. What holds for nested windows is that the larger space contains the smaller one, so the largest overlap of a normalized state in the space with a given atomic orbital cannot decrease. Wannier functions must also be orthogonal to one another, and a larger set shares the space differently. In this chain the comparison is explicit.

\section{What the tails do to the repulsion}

Q: How does the spreading change $U$ if screening is left aside?

A: With site weights $n_i=|w_i|^2$, two electrons in the orbital repel with
\begin{equation}
V_w=\sum_{ij}n_iv_{ij}n_j .
\end{equation}
For a positive definite matrix $|v_{ij}|<\sqrt{v_{ii}v_{jj}}$ when $i\ne j$. Hence $V_w$ lies below the largest diagonal element as soon as $n$ occupies more than one site. If $v_{dd}\ge v_{pp}$, then $V_w<v_{dd}$. With a much larger $v_{pp}$ this argument gives no ordering.

For $t\ll\Delta$ we have $\theta\simeq(2t/\Delta)\sin(k/2)$. The amplitudes on the right and left p neighbours are then $\pm t/\Delta$. Amplitudes on other d sites are of order $t^2/\Delta^2$, so their weights are of fourth order. The central weight is $1-2t^2/\Delta^2$, and
\begin{align}
V_w&\simeq\left(1-\frac{4t^2}{\Delta^2}\right)v_{dd}
+2\cdot\frac{2t^2}{\Delta^2}\,v_{pd},\\
v_{dd}-V_w&\simeq\frac{4t^2}{\Delta^2}(v_{dd}-v_{pd}).\label{ext}
\end{align}
In the first line, the factor 2 counts the two orderings of the pair and $2t^2/\Delta^2$ is the weight on both neighbours.

\section{What the missing band does}

Q: And the screening channels?

A: Apply a weak site potential $V$. An occupied real orbital $c_o$ acquires the admixture $-\sum_uc_uV_{uo}/(E_u-E_o)$ of empty orbitals. Its density changes by twice the product of $c_o$ and this admixture, and spin gives another factor 2. The response $\delta n=PV$ is thus
\begin{equation}
P_{ij}=-4\sum_{o,u}\frac{c_{io}c_{iu}\,c_{jo}c_{ju}}{E_u-E_o}.
\end{equation}
Every transition contributes a negative semidefinite matrix. Split $P=P_r+P_t$, where $P_r$ holds the transitions from B into empty A states and $P_t$ those within A. The d-only model treats $P_t$ itself, so its $U$ must contain $P_r$ and nothing of $P_t$. This is constrained RPA. An external charge $n$ produces a potential satisfying $V=v(n+P_rV)$, so
\begin{equation}
V=W_rn,\qquad W_r=(v^{-1}-P_r)^{-1},\qquad U_d=n^TW_rn .
\end{equation}

Q: Must moving a band into the window raise $U$ through this channel?

A: At fixed orbital density it cannot lower it. Let $Y=v^{-1}$ and $X=v^{-1}-P_r$, so that $X\ge Y>0$ as matrices. Then $Y^{-1/2}XY^{-1/2}\ge1$, and its inverse satisfies $Y^{1/2}X^{-1}Y^{1/2}\le1$. Multiplying by $Y^{-1/2}$ on both sides gives $X^{-1}\le Y^{-1}$, that is, $W_r\le v$. Hence $n^TW_rn\le n^Tvn$ for every $n$. The argument needs static screening; at finite frequency a transition can respond with the opposite sign.

Q: Can you give the size of this effect as simply as for the tails?

A: For weak hopping, yes. Let $s_{ij}=\pm1$ be the sign of the bond between d site $i$ and p site $j$. To first order in $t/\Delta$ the mixed orbitals are
\begin{equation}
\tilde d_i=d_i+\frac t\Delta\sum_js_{ij}p_j,\qquad
\tilde p_j=p_j-\frac t\Delta\sum_is_{ij}d_i .
\end{equation}
A site potential connects them by
\begin{equation}
\langle\tilde d_i|V|\tilde p_j\rangle=\frac t\Delta\,s_{ij}\,(V_j-V_i).
\end{equation}
A potential equal on both sites moves no charge. Since B is full, summing over its states is the same as summing over all p sites. The empty A states enter through $Q_{ii'}$, their projector on the d sites. With energy denominator $\Delta$,
\begin{equation}
-V^TP_rV\simeq\frac{4t^2}{\Delta^3}\sum_j\sum_{ii'}
s_{ij}s_{i'j}(V_j-V_i)(V_j-V_{i'})\,Q_{ii'} .
\end{equation}
Half filling gives $Q_{ii}=\tfrac12$. For neighbouring d sites
\begin{equation}
Q_{i,i+1}=\frac1\pi\int_{\pi/2}^{\pi}\cos k\,dk=-\frac1\pi .
\end{equation}
The two bonds of a p site have opposite signs, $s_{ij}s_{i'j}=-1$, so the product of the two potential differences at a p site enters with the coefficient $+2/\pi$. Expanding $W_r=v+vP_rv+\dots$, take for $V$ the potential $v_{i0}$ of a unit charge on the central d site. Calling $g_L,g_R$ the differences $V_p-V_d$ across the left and right bonds of each p site,
\begin{equation}
V_w-U_d\simeq\frac{4t^2}{\Delta^3}\sum_p
\left[\frac12(g_L^2+g_R^2)+\frac2\pi g_Lg_R\right].\label{scr}
\end{equation}
When $v_{i0}$ falls with distance, each p site lies between a higher and a lower d potential, so $g_Lg_R<0$ and the cross term reduces the loss. Using the atomic d charge instead of $n$ changes this at fourth order in $t$. At fixed $v$ the extension loss scales as $t^2/\Delta^2$ and the screening loss as $t^2/\Delta^3$. Both laws require $r=4t/\Delta\ll1$. The screening law also drops the higher terms of the expansion of $W_r$, which needs $t^2v/\Delta^3\ll1$ for the elements of $v$ involved.

\section{Numbers}

Q: Put in numbers of ordinary size.

A: Take round parameters, not fitted to a material: $t=0.05$, $\Delta=0.15$, $v_{dd}=0.35$ and $v_{pp}=0.25$ Ha, with $a=7.5$ bohr. Between sites at distance $\rho$ (in bohr) $v=1/(2\sqrt{\rho^2+2^2})$, which gives $v_{pd}=0.118$ Ha for neighbours. The sites lie on a large ring, and $\rho$ is the straight distance between them.

Here $r=4/3$ and $\sqrt{1+r^2}=5/3$, so $\Omega=(16/9)/(32\cdot5/3)=0.033$. The root spread is $\sqrt{0.033}\times7.5\simeq1.4$ bohr. The central d site carries weight 0.880 and each adjacent p site 0.059. The leading parts of the unscreened repulsion are
\begin{equation}
0.8797^2\times0.350+4\times0.8797\times0.0590\times0.1176\simeq0.295\ \text{Ha},
\end{equation}
and the remaining pairs of sites bring $V_w$ to 0.298 Ha. Combining each orbital with each interaction gives, in Ha:
\begin{center}
\begin{tabular}{lcc}
orbital & without B$\to$A & with B$\to$A\\
\hline
atomic d & 0.350 & 0.321\\
band-A Wannier & 0.298 & 0.277
\end{tabular}
\end{center}
The upper left entry is $U_{dp}$, or 9.5 eV. The lower right entry is $U_d$, or 7.5 eV. The smaller window lowers $U$ by 0.073 Ha, about 21\% of $U_{dp}$.

Q: How much of that is the orbital, and how much the screening?

A: The split depends on the order. Extending the orbital first costs $0.350-0.298=0.052$ Ha, and screening then removes 0.021 Ha. Screening first removes 0.029 Ha, and extension then costs 0.044 Ha. Averaged over the two orders, extension accounts for 0.048 Ha and screening for 0.025 Ha. For these parameters the orbital matters more in either order.

Q: Do the weak-hopping laws reproduce this?

A: Not at this hybridization. They give 0.103 Ha for extension and 0.123 Ha for screening, against 0.052 and 0.021 Ha from the full calculation. Since $r$ exceeds 1, the expansion has no claim to hold. At $t=0.0015$ Ha the full losses agree with both laws within 1\%.

The scaling with $\Delta$ also needs care. At fixed $t=0.05$ Ha, the ratio of screening to extension loss, with extension taken first, is 0.34, 0.40, 0.40 and 0.27 for $\Delta=0.10$, 0.15, 0.30 and 0.60 Ha. The weak-hopping laws would make it proportional to $1/\Delta$. The computed ratio falls between the last two values, by less than the factor 2 of that law, and toward small $\Delta$ it turns over and falls instead of growing. Extension is the larger loss at all four points. This ordering is not general: at $\Delta=0.15$ Ha the ratio of the two laws, $0.123/0.103\simeq1.2$, does not depend on $t$, so at weak hopping screening is the larger loss. The chain also has one d and one p orbital per cell, a prescreened $v$ and no overlap charges between orbitals, so its split is no estimate for a real compound with several d and p bands.

Q: Can the two effects be separated without choosing an order?

A: Not into a unique split, but the screening can be switched off while the orbital stays the same. Change the filling while holding the bands fixed. The Wannier function belongs to the whole band A and does not change. If A is full, electrons from B have nowhere to go, so $P_r=0$ and $U_d=V_w=0.298$ Ha: the extension loss alone survives. At half filling $U_d=0.277$ Ha, and with A empty it is 0.233 Ha, because more final states are open. The step from 0.298 to 0.277 Ha is the screening loss of the extend-first order, so this procedure realizes that order rather than removing the choice. Thus $U_d$ depends on doping even for a rigid band structure.

\section{Using the two values}

Q: If both models describe the same chain, how can both values be right?

A: Each model adds the screening that its $U$ omits. For the d-only window,
\begin{equation}
(W_r^{-1}-P_t)^{-1}=(v^{-1}-P_r-P_t)^{-1}=W_{\rm full}.
\end{equation}
The dp model starts from $v$ and adds $P_r+P_t$, which gives the same matrix. This agreement is within RPA and needs the whole interaction matrix on d and p site charges. In the band-A Wannier basis that means the density terms $n_R^TW_rn_{R'}$ and also the elements built from overlap densities $w_Rw_{R'}$ of different cells, which share p sites; the density terms alone give $W_{\rm full}$ only approximately. A calculation that keeps the on-site element alone, or solves the two models with different approximations, need not preserve it.

The numerical check checks $W_r$ and $W_{\rm full}$ by diagonalizing a finite chain in the predicted potential and recomputing the induced charge.

Q: So what goes wrong if I take $U_d$ from a d-only study and use it in a dp calculation?

A: The value belongs to a different orbital. In a dp calculation that keeps the rest of the matrix $v$ and so generates $P_r$ itself, the B$\to$A transitions also screen twice; a dp calculation with the on-site d repulsion alone is not treated here. Double counting is affected as well. In the fully localized limit, for one orbital without exchange splitting, the subtracted energy is $\frac12Un_d(n_d-1)$. Its derivative is the level shift
\begin{equation}
V_{\rm dc}=U\left(n_d-\tfrac12\right).
\end{equation}
The given bands have $n_d=1.18$ in the dp model. If the solver uses $U_{dp}$ but the double counting uses $U_d$, the subtraction is too small by $0.073\times0.68=0.050$ Ha, or 1.35 eV. At fixed $n_d$ the d level then sits too high relative to p by that amount, a third of $\Delta$. In a self-consistent calculation $n_d$ responds to the shift, and its size changes.

Q: And if I use $U_d$ consistently in both places?

A: In static mean field the errors largely cancel in the level position when $n_d$ is close to 1, as it is here. The Hartree shift is $Un_d/2$, so the net shift is
\begin{equation}
\frac{Un_d}{2}-U\left(n_d-\frac12\right)=\frac U2(1-n_d).
\end{equation}
At fixed $n_d$, replacing $U_{dp}$ by $U_d$ changes it by $0.073\times0.18/2\simeq0.007$ Ha. The repulsion between two electrons on the d site is still 0.073 Ha below $v_{dd}$, the value that belongs to the dp model with the whole matrix $v$.

In the d-only model $V_{\rm dc}$ multiplies the total number of electrons in band A, so the chemical potential absorbs it. With p states present it changes the p--d splitting, and a $U$ in the double counting that differs from the solver's $U$ displaces the d level by the amount found above.

\section*{Calculated quantities}
\begin{verbatim}
hopping t = 0.050 Ha, splitting Delta = 0.150 Ha
cell length a = 7.50 bohr, softening = 2.00 bohr
background dielectric constant = 2.0
v_dd = 0.3500 Ha, v_pp = 0.2500 Ha
v_pd nearest = 0.1176 Ha, v_dd next cell = 0.0644 Ha
ring sizes: main 122 cells, check 62 cells
A-band Wannier function (d-only window):
  overlap with atomic d = 0.9379
  weight on central d = 0.8797
  weight on each nearest p = 0.0590
  total p weight = 0.1189, formula 0.1189
  spread = 0.03333 a^2, formula 0.03333 a^2
  root spread = 1.369 bohr
  spread with phase 0.3 sin k = 0.07833 a^2
On-site interaction, orbital / p-d screening:
  atomic d / none (U_dp): 0.3500 Ha = 9.52 eV
  extended / none (V_w): 0.2977 Ha = 8.10 eV
  atomic d / included (W_dd): 0.3209 Ha = 8.73 eV
  extended / included (U_d): 0.2769 Ha = 7.53 eV
total reduction U_dp - U_d = 0.0731 Ha
ratio U_d / U_dp = 0.791
extend first: extension 0.0523, screening 0.0209 Ha
screen first: screening 0.0291, extension 0.0440 Ha
order average: extension 0.0481, screening 0.0250 Ha
W_r on p = 0.2278 Ha, W_r nearest p-d = 0.1262 Ha
change of U_d between the two rings = 8.2e-06 Ha
weak hopping t = 0.0015 Ha, computed loss / leading law:
  extension 0.9990, screening 0.9968
leading laws at t = 0.050 Ha: extension 0.1033, screening 0.1226 Ha
U_d by A-band filling (62 cells):
  empty 0.2326, half 0.2769, full 0.2977 Ha
Splitting scan at t = 0.050 Ha, 62 cells, all in Ha:
  Delta   V_w     U_d     extension  screening  scr/ext
  0.10    0.2739  0.2481  0.0761     0.0257     0.338
  0.15    0.2977  0.2769  0.0523     0.0208     0.399
  0.30    0.3296  0.3214  0.0204     0.0082     0.402
  0.60    0.3440  0.3423  0.0060     0.0016     0.267
fully screened W on atomic d: 0.0450 Ha (62 cells), 0.0391 Ha (122 cells)
largest difference of W by the two windows = 2.2e-16 Ha
direct-response residuals: constrained 1.3e-10, full 9.8e-11 Ha
d occupation in dp model = 1.1793 electrons
double-counting shift with U_dp = 0.2378 Ha
double-counting shift with U_d = 0.1881 Ha
error from using U_d in dp model = 0.0497 Ha = 1.35 eV
\end{verbatim}
